# Single Spin Annihilation of an Unrestricted Determinant and Its Residual Contamination

## The question posed by a released radical

Allyl and pentadienyl groups serve as ligands in organometallic vapour precursors. If a metal–ligand bond breaks homolytically, the ligand leaves as a radical with one unpaired electron. An unrestricted Hartree–Fock (UHF) calculation gives the spin-up and spin-down electrons of this radical different spatial orbitals. The determinant then has a definite spin projection but not, in general, a definite total spin: a nominal doublet contains some quartet, sextet and so on.

The quartet can be removed by an operator built from $S^2$. Is the result then a doublet? The answer depends on how many electron pairs the unrestricted orbitals have broken, and it is derived below in two ways.

## The annihilator

Spins are measured in units of $\hbar$. Let $\Phi$ be a normalized determinant with $N_\alpha\ge N_\beta$ electrons of spin up and down, each spin orbital having one definite spin. Its projection is $M=s=(N_\alpha-N_\beta)/2$, and $s$ is also the spin we want. No component can have total spin below its projection, so

$$\Phi=\sum_{k=0}^{N_\beta}\Phi_k,\qquad S^2\Phi_k=(s+k)(s+k+1)\Phi_k,\qquad w_k=\langle\Phi_k|\Phi_k\rangle,\qquad \sum_k w_k=1 .$$

The upper limit holds because the total spin cannot exceed $(N_\alpha+N_\beta)/2=s+N_\beta$.

To remove spin $s+1$, we need an operator that vanishes on that component. Subtracting the eigenvalue from $S^2$ achieves this, and a constant divisor keeps the wanted component unchanged:

$$A=\frac{S^2-(s+1)(s+2)}{s(s+1)-(s+1)(s+2)} .$$

The denominator is $(s+1)(s-s-2)=-2(s+1)$. On $\Phi_k$ the numerator is, with $y=s+k$,

$$y(y+1)-(s+1)(s+2)=(y-s-1)(y+s+2)=(k-1)(2s+k+2).$$

Hence $A\Phi_k=a_k\Phi_k$ with

$$a_k=-\frac{(k-1)(2s+k+2)}{2(s+1)},\qquad a_0=1,\quad a_1=0,\quad a_2=-\frac{s+2}{s+1}. \tag{1}$$

For $k\ge2$ we have $k-1\ge1$ and $2s+k+2>2s+2$, so $|a_k|>1$. Every higher contaminant that is present is therefore amplified. For a doublet the amplitude factors are $-5/3$ for the sextet and $-4$ for the octet.

Contamination remains after one use of $A$ precisely when some $w_k$ with $k\ge2$ is nonzero. The task is to express this condition, and the weights, through the orbitals.

## Broken pairs

Let $D$ be the $N_\alpha\times N_\beta$ overlap matrix between the occupied up and down spatial orbitals. A singular-value decomposition of $D$ supplies unitary rotations within each occupied set. These change $\Phi$ by a phase at most. The rotated orbitals $\varphi_i$ (up) and $\chi_j$ (down) satisfy

$$\langle\varphi_i|\chi_j\rangle=d_j\delta_{ij},\qquad 0\le d_j\le1 .$$

Define the breaking of pair $j$ as $n_j=1-d_j^2$. It is zero when both electrons share one spatial orbital and one when their orbitals are orthogonal. Let $m$ be the number of pairs with $n_j>0$, and let $e_k$ be the sum of all products of $k$ different $n_j$:

$$e_0=1,\qquad e_1=\sum_j n_j,\qquad e_2=\sum_{i<j}n_in_j,\ \ldots$$

The result to be shown is that **one use of $A$ leaves contamination if and only if $m\ge2$**, which is the same as $e_2>0$. The weights are

$$w_j=(2s+2j+1)\frac{(2s+j)!}{j!}\sum_{p\ge0}\frac{(-1)^p\,[(j+p)!]^2\,e_{j+p}}{p!\,(2s+2j+p+1)!}. \tag{2}$$

## First derivation: flipping spins

The raising operator $S_+$ turns one down electron up and leaves its spatial orbital unchanged. Applied $k$ times, it flips each set $J$ of $k$ down electrons in $k!$ orders, all giving the same determinant $\Phi_J$:

$$S_+^k\Phi=k!\sum_{|J|=k}\Phi_J .$$

To find the norm of $\Phi_J$, split off the part of $\chi_j$ that lies in the occupied up space:

$$\chi_j=d_j\varphi_j+\eta_j,\qquad \langle\varphi_i|\eta_j\rangle=0,\qquad
\langle\eta_i|\eta_j\rangle=\delta_{ij}-d_id_j\delta_{ij}=n_j\delta_{ij}.$$

In $\Phi_J$ the orbital $\varphi_j$ is already occupied by an up electron, so by antisymmetry the term $d_j\varphi_j$ contributes nothing. Only the orthogonal remainders $\eta_j$ count, and $\langle\Phi_J|\Phi_J\rangle=\prod_{j\in J}n_j$. Two different sets $J$ leave different members of the orthonormal set $\chi$ occupied by down electrons, so their determinants are orthogonal. Therefore

$$\|S_+^k\Phi\|^2=(k!)^2e_k. \tag{3}$$

The same norm follows from the spin components. For total spin $S$ and projection $M$, one step of raising multiplies the squared norm by $(S-M)(S+M+1)$. Starting from $S=s+j$, $M=s$, after $i$ steps this factor is $(j-i)(2s+j+1+i)$. Components of different $S$ stay orthogonal, so

$$(k!)^2e_k=\sum_{j\ge k}w_j\prod_{i=0}^{k-1}(j-i)(2s+j+1+i)
=\sum_{j\ge k}w_j\frac{j!}{(j-k)!}\frac{(2s+j+k)!}{(2s+j)!}. \tag{4}$$

For $k=1$, the factor is $j(2s+j+1)=(s+j)(s+j+1)-s(s+1)$. Equation (4) then gives the usual measure of contamination,

$$\langle S^2\rangle-s(s+1)=e_1=\sum_jn_j. \tag{5}$$

For $k=2$ it reads

$$4e_2=\sum_{j\ge2}w_j\,j(j-1)(2s+j+1)(2s+j+2).$$

Every coefficient on the right is positive and no weight is negative. The sum vanishes if and only if all $w_j$ with $j\ge2$ vanish. Since $e_2$ is a sum of non-negative products, it vanishes if and only if fewer than two pairs are broken. This proves the criterion.

To obtain the weights, insert (4) with $k=j+p$ into the sum in (2), writing the index of the spin component as $j+r$:

$$\sum_p\frac{(-1)^p[(j+p)!]^2e_{j+p}}{p!(2s+2j+p+1)!}
=\sum_{r\ge0}w_{j+r}\frac{(j+r)!}{(2s+j+r)!}\,T_r,$$

$$T_r=\sum_{p=0}^{r}\frac{(-1)^p}{p!(r-p)!}\frac{(2s+2j+r+p)!}{(2s+2j+p+1)!}.$$

For $r\ge1$ the last quotient is the product $(2s+2j+p+2)\cdots(2s+2j+p+r)$, a polynomial in $p$ of degree $r-1$. Up to a constant, $T_r$ is its $r$-th finite difference. Each difference lowers the degree by one, so $T_r=0$. For $r=0$, $T_0=1/(2s+2j+1)$. What survives is $w_j\,j!/[(2s+j)!(2s+2j+1)]$, and solving for $w_j$ gives (2).

## Second derivation: rotating the spins

Rotate all spins by an angle $\theta$ about the $y$ axis, leaving the spatial orbitals alone. With $c=\cos(\theta/2)$ and $g=\sin(\theta/2)$,

$$\alpha\to c\,\alpha+g\,\beta,\qquad \beta\to-g\,\alpha+c\,\beta .$$

The overlap of $\Phi$ with its rotated copy is the determinant of the overlaps between their spin orbitals. In the paired orbitals it separates into blocks. A pair gives

$$\det\begin{pmatrix}c&-g\,d_i\\ g\,d_i&c\end{pmatrix}=c^2+g^2d_i^2=1-n_ix,\qquad x=g^2,$$

where $c^2=1-x$ was used. Each of the $2s$ unpaired up electrons gives a factor $c$. The overlap is therefore

$$G(x)=(1-x)^sF(x),\qquad F(x)=\prod_i(1-n_ix)=\sum_r(-1)^re_rx^r. \tag{6}$$

The same overlap can be written through the spin components. A rotation does not mix different total spins, so $G=\sum_kw_kG_k$, where $G_k$ is the diagonal rotation element for spin $s+k$ and projection $s$. This element is the same in every multiplet of that spin. It can be computed for $2(s+k)$ spins one-half in their symmetric state, with $2s+k$ up and $k$ down.

By symmetry we may fix one initial arrangement and sum over all final ones. To keep the projection, $l$ up spins must turn down, each with amplitude $g$, and $l$ down spins must turn up, each with amplitude $-g$. The remaining $2s+2k-2l$ spins contribute $c$ each. Hence $G_k=(1-x)^sp_k(x)$ with

$$p_k(x)=\sum_{l=0}^k(-1)^l\binom{2s+k}{l}\binom{k}{l}x^l(1-x)^{k-l}. \tag{7}$$

The coefficient of $x^k$ in $p_k$ is

$$(-1)^k\sum_l\binom{2s+k}{l}\binom{k}{k-l}=(-1)^k\binom{2s+2k}{k},$$

because the sum counts the ways of choosing $k$ objects from two groups of $2s+k$ and $k$. It is not zero, so $p_k$ has degree $k$. Cancelling $(1-x)^s$ leaves

$$\prod_i(1-n_ix)=\sum_kw_k\,p_k(x). \tag{8}$$

The left side is a polynomial of degree $m$. The right side has the degree of the highest spin component present. So the highest spin in $\Phi$ is $s+m$, and contaminants beyond the first exist if and only if $m\ge2$. This is the criterion again.

For the weights, note that Leibniz's rule gives

$$(1-x)^{2s}p_k(x)=\frac1{k!}\frac{d^k}{dx^k}\left[x^k(1-x)^{2s+k}\right].$$

Indeed, $k-l$ derivatives of $x^k$ give $k!\,x^l/l!$, while $l$ derivatives of the other factor give $(-1)^l(2s+k)!\,(1-x)^{2s+k-l}/(2s+k-l)!$. Together with the binomial coefficient $\binom kl$ they reproduce (7).

Integrate by parts $k$ times against any polynomial $f$. Fewer than $k$ derivatives leave a factor $x$ and a factor $1-x$ in the bracket, so the boundary terms vanish:

$$\int_0^1(1-x)^{2s}p_kf\,dx=\frac{(-1)^k}{k!}\int_0^1x^k(1-x)^{2s+k}f^{(k)}(x)\,dx.$$

If $f$ has degree below $k$, the result is zero, so different $p_k$ are orthogonal with weight $(1-x)^{2s}$. For $f=p_k$ we have $f^{(k)}=(-1)^kk!\binom{2s+2k}{k}$, and the integral is

$$\frac{(2s+2k)!}{k!(2s+k)!}\cdot\frac{k!(2s+k)!}{(2s+2k+1)!}=\frac1{2s+2k+1}.$$

Projecting (8) on $p_k$ gives

$$w_k=(2s+2k+1)\frac{(-1)^k}{k!}\int_0^1x^k(1-x)^{2s+k}F^{(k)}(x)\,dx. \tag{9}$$

From (6), $F^{(k)}=\sum_p(-1)^{k+p}e_{k+p}\frac{(k+p)!}{p!}x^p$. Each term needs the integral

$$\int_0^1x^{k+p}(1-x)^{2s+k}dx=\frac{(k+p)!(2s+k)!}{(2s+2k+p+1)!},$$

and (9) becomes (2) with $j=k$.

Equation (9) also fixes signs. The zeros of $F$ are the numbers $1/n_i\ge1$. By Rolle's theorem the zeros of its derivatives lie between them, so $F^{(k)}$ keeps the sign of $F^{(k)}(0)=(-1)^kk!\,e_k$ for $0\le x<1$. Thus $w_k>0$ for every $k$ from 0 to $m$. The wanted component always survives. Cleaning the determinant with factors of this kind takes $m$ different annihilators, one for each spin from $s+1$ to $s+m$.

## What each derivation assumes

Both derivations assume a definite $S_z$. They do not apply to a determinant whose individual spin orbitals mix up and down. If spin–orbit coupling is strong, total spin is itself no longer a good label for the state sought.

The first derivation uses ladder norms. Its central statement, that contaminants beyond the first are absent if and only if $S_+^2\Phi=0$, needs no determinant: (4) holds for any state of projection $s$ if $(k!)^2e_k$ is replaced by $\|S_+^k\Phi\|^2$. A single determinant enters at (3), which turns these norms into pair breakings.

The second derivation needs matrix elements of finite rotations, and it uses the determinant from the start to factorize the overlap. In return it locates the zeros of $F$, and with them the sign of every weight. For a correlated state $F$ is still a polynomial whose degree gives the highest spin, but its zeros need not be real, and the positivity argument is lost.

An explicit construction with six spatial orbitals tests the criterion with $A$ applied as a matrix. A doublet with breakings 0.3 and 0.6 keeps an excess of $\langle S^2\rangle$ above $10^{-3}$. With four up and two down electrons and breakings 0.8 and 0, the excess after annihilation is below $10^{-9}$.

## How much remains

After normalization the excess of $\langle S^2\rangle$ over $s(s+1)$ is

$$\Delta'=\frac{\sum_ka_k^2w_k\,k(2s+k+1)}{\sum_ka_k^2w_k}. \tag{10}$$

**Small breaking.** To leading order only $j=2$ contributes to (4) at $k=2$, so $4e_2\simeq2(2s+3)(2s+4)w_2$, or $w_2\simeq e_2/[(2s+3)(s+2)]$. The denominator of (10) tends to one, and

$$\Delta'\simeq\left(\frac{s+2}{s+1}\right)^2\frac{e_2}{(2s+3)(s+2)}\,2(2s+3)=\frac{2(s+2)}{(s+1)^2}\,e_2. \tag{11}$$

The excess was first order in the breakings before annihilation, by (5), and is second order afterwards. In this regime a single use works well.

**Strong breaking.** Take a doublet with two equal breakings $n$, so that $e_1=2n$ and $e_2=n^2$. With $m=2$ the expression for $w_2$ is exact: $w_2=n^2/10$. Equation (5) reads $2n=3w_1+8w_2$, hence $w_1=(2n-\tfrac45n^2)/3$ and $w_0=1-\tfrac23n+\tfrac16n^2$. With $a_2^2=25/9$,

$$\Delta'=\frac{\tfrac{20}{9}n^2}{1-\tfrac23n+\tfrac49n^2}.$$

This equals the original excess $2n$ when $4n^2-16n+9=0$, whose root below one is $n=2-\sqrt7/2\approx0.677$. Above it, annihilation raises $\langle S^2\rangle$.

At $n=1$ the doublet, quartet and sextet weights are 0.5, 0.4 and 0.1. One use of $A$ takes $\langle S^2\rangle$ from 2.75 to 3.61. The total contaminant weight nevertheless falls, from 0.5 to $0.278/0.778=0.36$: the quartet has gone, but the amplified sextet has a larger $S^2$. A second use of the same $A$ amplifies the sextet again and gives 5.60. Following the first use by the sextet annihilator gives 0.75, the pure doublet.

## Two radicals

The example treats free allyl and all-*trans* pentadienyl radicals by UHF with the 6-31G basis. The geometry is planar and idealized: C–C 1.40 Å, C–H 1.09 Å and all angles 120°. For both radicals, integrating numerically over rotations of the full determinant reproduces the first five weights of (2) to within one part in $10^5$ plus an absolute allowance of $10^{-11}$.

| Quantity | Allyl | Pentadienyl |
|---|---|---|
| Two largest $n_i$ | 0.224, 0.005 | 0.363, 0.144 |
| $e_1$ | 0.243 | 0.534 |
| $e_2$ | 0.0043 | 0.0662 |
| $\langle S^2\rangle$ before | 0.993 | 1.284 |
| $\langle S^2\rangle$ after | 0.761 | 0.930 |
| Contaminant weight before | 8.0% | 16.7% |
| Contaminant weight after | 0.13% | 2.2% |

For pentadienyl the weights are $w_0=0.8329$, $w_2=0.006421$ and $w_3=4.38\times10^{-5}$. With $a_2^2=25/9$ and $a_3^2=16$, the squared norm after annihilation is

$$0.8329+0.0178+0.0007=0.8514 .$$

The sextet and octet lie above the doublet by 8 and 15 in $S^2$, so

$$\Delta'\approx\frac{8(0.01784)+15(0.00070)}{0.8514}\approx0.180,$$

and $\langle S^2\rangle=0.75+0.180=0.930$. About a third of the original excess of 0.534 remains. The estimate (11), $\tfrac{20}{9}\times0.0662=0.147$, is 18% below the full residue, so pentadienyl is already outside the regime where leading order suffices. For allyl the estimate is 0.0097 against 0.0106, which is 9% low.

Allyl has one strongly broken pair, and it keeps only 4% of its excess. Yet the residue of 0.0106 does not come from the two most broken pairs alone, which would give 0.0026. The many weakly broken pairs matter through their products with the large one: these amount to $0.2243\times(0.2431-0.2243)=0.0042$, nearly all of $e_2$. In pentadienyl the product of the two largest breakings, $0.363\times0.144=0.052$, already supplies 79% of $e_2$.

Allyl has one down-spin $\pi$ electron and pentadienyl has two, the same as their numbers of large breakings. The paired orbitals with large breakings are built from the carbon $p_z$ functions alone, so these are the $\pi$ pairs. The weak breakings belong to $\sigma$ pairs and sum to 0.019 in allyl and 0.027 in pentadienyl.

## What the chosen level leaves out

The 1.40 Å bond length is a rough typical value for a conjugated carbon chain. A real pentadienyl radical need not have equal bonds, and near a metal or a surface its orbitals would differ from those of the free radical. The following changes show how sensitive the pentadienyl result is. Each is made alone, with the other settings held fixed.

- Adding polarization functions on carbon (6-31G*) changes $\langle S^2\rangle$ after annihilation from 0.930 to 0.912, and the cc-pVDZ basis gives 0.896. In cc-pVDZ the allyl residue falls from 0.0106 to about 0.0085. The tabulated values are therefore specific to 6-31G and are not converged in the basis.
- Lengthening all C–C bonds to 1.45 Å raises it to 1.048. This uniform stretch is a test of sensitivity, not a predicted structure. Alternating bonds, 1.36 Å at the ends and 1.42 Å inside, lower it instead to 0.890.
- Using B3LYP orbitals gives 0.808 before annihilation and 0.752 after it.

The choice of orbitals has the largest effect of the three. The B3LYP determinant is an auxiliary reference that supplies the electron density, not an approximation to the full wavefunction, so its $\langle S^2\rangle$ is not that of the true radical. The comparison shows that the large residue belongs to the UHF determinant and is not a property of the molecule. A nonrelativistic doublet eigenstate has $\langle S^2\rangle=0.75$.

For a doublet, then, $\langle S^2\rangle$ before annihilation fixes $e_1$. If $e_1$ is small, so is the residue, because $e_2\le e_1^2/2$. For larger $e_1$ the residue depends on how that sum is shared among pairs, and the breakings $n_i$ supply the missing information. If one dominates and the sum $\epsilon$ of all the others is small, the residue is proportional to $\epsilon$, with a factor that can exceed one. For a fully broken dominant pair $w_2\simeq\epsilon/10$ and $w_0\simeq2/3$, so $\Delta'\simeq10\epsilon/3$: breakings 1 and 0.1 leave 0.33. It is not enough that each of the others is small, since many of them can add up. If two or more are large, at least the sextet must be removed as well. The remaining values are listed in the numerical output.

## Calculated quantities

```
Amplitude factors of one annihilation (no unit)
 s=0.0: k=2 -2.0000, k=3 -5.0000
 s=0.5: k=2 -1.6667, k=3 -4.0000
 s=1.0: k=2 -1.5000, k=3 -3.5000
Doublet, two equal breakings: <S2> rises for n > 0.6771
Doublet, two fully broken pairs (n=1,1)
 weights S=1/2,3/2,5/2: 0.5000 0.4000 0.1000
 <S2> before       2.7500 hbar^2
 <S2> after one A  3.6071 hbar^2
 <S2> same A twice 5.6044 hbar^2
 <S2> A(3/2)A(5/2) 0.7500 hbar^2
UHF/6-31G, planar, C-C 1.40, C-H 1.09 angstrom, 120 deg
allyl: 12 alpha, 11 beta electrons
 pi electrons alpha, beta 2.000, 1.000
 energy -116.426968 hartree
 largest n_i: 0.22432 0.00474 0.00470 0.00265 0.00223
 pairs with n_i > 0.001: 7
 e1 0.24307, e2 0.004349
 weights S=1/2..7/2: 9.197e-01 7.987e-02 4.307e-04 9.321e-07
 <S2> before 0.99307 hbar^2
 <S2> after  0.76064 hbar^2
 excess after, full       0.010637 hbar^2
 excess after, small-n    0.009664 hbar^2
 excess after, top 2 n_i  0.002557 hbar^2
 contaminant weight before 0.08030, after 0.001315
pentadienyl: 19 alpha, 18 beta electrons
 pi electrons alpha, beta 3.000, 2.000
 energy -193.298971 hartree
 largest n_i: 0.36314 0.14398 0.00462 0.00428 0.00381
 pairs with n_i > 0.001: 11
 e1 0.53392, e2 0.066196
 weights S=1/2..7/2: 8.329e-01 1.606e-01 6.421e-03 4.381e-05
 <S2> before 1.28392 hbar^2
 <S2> after  0.93012 hbar^2
 excess after, full       0.180118 hbar^2
 excess after, small-n    0.147102 hbar^2
 excess after, top 2 n_i  0.136024 hbar^2
 contaminant weight before 0.16710, after 0.021778
pentadienyl, <S2> before -> after (hbar^2)
 UHF/6-31G*: 1.26237 -> 0.91238
 UHF/6-31G, C-C 1.45 A: 1.41224 -> 1.04786
 B3LYP/6-31G orbitals: 0.80778 -> 0.75154
```
